# Edge-equalizing dose correction in electron-beam lithography

## Problem

An electron beam exposes a resist film on a thick substrate. Some of its energy is deposited close to the point of incidence, and some arrives from electrons that return from the substrate over a much larger area. Per unit dose, the energy density deposited at distance $r$ from the point of incidence is modelled by

$$f(r)=\frac{1}{\pi\alpha^2}e^{-r^2/\alpha^2}+\frac{\eta}{\pi\beta^2}e^{-r^2/\beta^2}.$$

Here $\alpha$ is the forward range, $\beta\gg\alpha$ the backscatter range, and $\eta$ the backscatter coefficient, which is the ratio of total backscattered to total forward energy. The first term integrates to 1 over the plane and the second to $\eta$. The deposited energy density is called the level. The resist has a sharp threshold: a point is printed if its level exceeds $T$.

Two features are exposed on the same film. One is an isolated long line of width $w$ with dose $D_{\rm line}$. The other is a large area with dose $D_{\rm area}$, crossed by an unexposed gap of the same width $w$, far from the outer border. The edge-equalizing rule chooses the doses so that the design edges of the line and of the gap both lie at the level $T$.

Take $\eta=0.7$, $\alpha=20$ nm, $\beta=10000$ nm and $w=100$ nm. These are round model parameters. Doses are measured in units of the large-area dose.

1. Find the level per unit dose at an edge of the line and at an edge of the gap.
2. Find $D_{\rm line}/D_{\rm area}$ for $\alpha\ll w\ll\beta$, and the leading correction in $w/\beta$. How does the answer change if the large-area dose is fixed by another rule?
3. How do the printed widths depend on $\alpha$?
4. Find the dose for a fine grating that covers a fraction $\rho$ of the surface.
5. The large area ends at a straight outer border. Its dose varies with the distance from the border so that the border lies at $T$, and so would the edge of a narrow gap placed at any distance from it. Find the dose at the border relative to the dose deep inside.
6. Suppose the dose near the border is instead computed from the local pattern density, with the formula of question 4. What level does the border receive?

## Solution

### 1. Levels at the edges

Let a strip $a<x'<b$, infinitely long in $y'$, be exposed with unit dose. The level at $x$ is the integral of $f$ over the strip. For either Gaussian, with range $s$, the integral along the strip is

$$\int_{-\infty}^{\infty}\frac{e^{-[(x-x')^2+y'^2]/s^2}}{\pi s^2}\,dy'=\frac{e^{-(x-x')^2/s^2}}{\sqrt\pi\,s},$$

because $\int e^{-y^2/s^2}dy=\sqrt\pi\,s$. Substituting $t=(x'-x)/s$ in the remaining integral gives

$$\int_a^b\frac{e^{-(x-x')^2/s^2}}{\sqrt\pi\,s}\,dx'=\frac12\left[\operatorname{erf}\frac{b-x}{s}-\operatorname{erf}\frac{a-x}{s}\right].$$

For an edge of the line put $a=0$, $b=w$, $x=0$, and add the two terms of $f$:

$$L_{\rm line}=\tfrac12\operatorname{erf}\frac{w}{\alpha}+\frac{\eta}{2}\operatorname{erf}\frac{w}{\beta}.$$

A fully exposed plane has the level $1+\eta$ everywhere. The gap removes one strip from it, so the level at the gap edge is

$$L_{\rm gap}=1+\eta-L_{\rm line}.$$

If $\alpha\ll w\ll\beta$, then $\operatorname{erf}(w/\alpha)\to1$ and $\operatorname{erf}(w/\beta)\to0$, so that

$$L_{\rm line}\to\tfrac12,\qquad L_{\rm gap}\to\tfrac12+\eta.$$

Both edges receive half of the forward plateau, because half of the forward spot around an edge point is exposed. They differ in the background. The line is too narrow to produce appreciable backscatter at its own position, whereas the gap is too narrow to reduce the backscatter of the area around it.

For the given parameters, $L_{\rm line}=0.50395$ and $L_{\rm gap}=1.19605$. Direct radial integration of $f$ over the exposed angles gives the same levels as the error functions. The small quantity

$$\varepsilon=\frac{\eta}{2}\operatorname{erf}\frac w\beta\simeq\frac{\eta w}{\sqrt\pi\,\beta}$$

is 0.00395, and it accounts for both departures from the limits 0.5 and 1.2.

### 2. The dose ratio

The rule requires $D_{\rm line}L_{\rm line}=T=D_{\rm area}L_{\rm gap}$. Hence

$$\frac{D_{\rm line}}{D_{\rm area}}=\frac{L_{\rm gap}}{L_{\rm line}}\;\to\;\frac{\frac12+\eta}{\frac12}=1+2\eta=2.4 .$$

For the correction, keep $\varepsilon$ to first order:

$$\frac{\frac12+\eta-\varepsilon}{\frac12+\varepsilon}=\frac{1+2\eta-2\varepsilon}{1+2\varepsilon}\simeq(1+2\eta-2\varepsilon)(1-2\varepsilon)\simeq1+2\eta-4\varepsilon(1+\eta).$$

With $\varepsilon=0.00395$ the last term is $4\times0.00395\times1.7=0.027$, and the ratio becomes 2.373. The full expression gives $1.19605/0.50395=2.3734$. When $\beta$ is made 100 times larger at fixed $w$, the ratio rises to 2.3997, as expected of a correction linear in $w/\beta$.

The expression also shows where the result ends. For $w\gg\beta$ both edges become edges of half-planes, $L_{\rm line}=L_{\rm gap}=(1+\eta)/2$, and the ratio is 1. For $w\lesssim\alpha$ the forward term $\frac12\operatorname{erf}(w/\alpha)$ falls below $\frac12$, the line needs more dose than $2T$, and the ratio exceeds $1+2\eta$. For $\eta=0$ and $w\gg\alpha$ no correction is needed.

The number 2.4 depends on what is meant by the dose of the large area. Here it is the dose that puts the edge of a narrow gap inside the area at threshold. Other rules give other ratios, with the isolated line kept at $D_{\rm line}=2T$:

- **Outer border of a uniformly exposed area at threshold.** The border of a half-plane has the level $(1+\eta)/2=0.85$ per unit dose, so the area dose is $2T/(1+\eta)$ and the ratio is $1+\eta=1.7$.
- **Interior that just reaches threshold.** The area dose is $T/(1+\eta)$, and the ratio is $2(1+\eta)=3.4$.

A third rule gives up the edge condition and equalizes the levels at the centre of the line and in the interior of the area. In the limit $\alpha\ll w\ll\beta$ the line centre has the level 1 per unit dose and the interior has $1+\eta$, so this ratio is again $1+\eta=1.7$. At the finite width of the example, the border rule gives 1.687 when the line has its exact edge dose $T/L_{\rm line}$ instead of $2T$, and the peak rule gives 1.694.

The interior of an unbroken area has no edge to be placed, so its dose is free within limits. The edge-equalizing choice gives it the dose at which a narrow gap would print correctly. This is the sense in which the isolated line needs 2.4 times the dose of a fully exposed large area.

### 3. Printed widths

With $D_{\rm area}=1$, the limiting form of the gap condition gives $T=\frac12+\eta=1.2$. At this same dose of 1 the line would be lost: the level at its centre is 1.0035, which is below 1.2.

Now give the line a dose $D$, and let its printed edge lie a distance $s$ inside the design edge. Assume that $w-s$ is several times $\alpha$, so that the forward energy missing beyond the far edge is negligible, and that the backscatter $\varepsilon$ is constant over the small distance $s$. The strip formula then gives

$$D\left[\tfrac12+\tfrac12\operatorname{erf}\frac s\alpha+\varepsilon\right]=T .$$

Dividing by $D/2$ and solving for the error function,

$$\operatorname{erf}\frac s\alpha=\frac{2T}{D}-1-2\varepsilon .$$

The right-hand side does not contain $\alpha$. The edge displacement is therefore proportional to $\alpha$, with a factor set by the dose.

For the edge-equalizing dose $D=2T=2.4$, the right-hand side is $-2\varepsilon$. Since $\operatorname{erf}z\simeq2z/\sqrt\pi$ for small $z$,

$$s\simeq-\sqrt\pi\,\alpha\,\varepsilon\simeq-\frac{\eta\,\alpha\,w}{\beta}.$$

The minus sign means that the line prints slightly too wide. For $\alpha=20$ nm the displacement is $0.7\times20\times100/10000=0.14$ nm at each edge, or 0.28 nm for the width.

The gap behaves in the same way. Its design edge has the level $T-\varepsilon$ and is not printed. The level rises into the exposed area with the slope $1/(\sqrt\pi\,\alpha)$, so the threshold is reached a distance $\sqrt\pi\,\alpha\,\varepsilon$ further out, and the gap widens by the same amount as the line to this order.

For the peak-equalizing dose $D=1+\eta=1.7$, the right-hand side is

$$\frac{1+2\eta}{1+\eta}-1-2\varepsilon=\frac{\eta}{1+\eta}-2\varepsilon ,$$

which is not small, and the line prints too narrow. The computed widths, for a design width of 100 nm, are:

| $\alpha$ (nm) | line, dose 2.4 (nm) | line, dose 1.7 (nm) | gap, dose 1 (nm) |
|---|---|---|---|
| 10 | 100.14 | 92.51 | 100.14 |
| 20 | 100.28 | 85.01 | 100.28 |
| 30 | 100.42 | 77.51 | 100.42 |

At dose 1.7 the line loses 7.5, 15.0 and 22.5 nm, in proportion to $\alpha$. At dose 2.4 the threshold lies nearly midway between the background and the plateau of the line. When $\alpha$ changes but stays well below $w$, the profile becomes steeper or flatter about this midpoint, and the edge hardly moves. A change of forward range, for example with depth in the resist, then has little effect on the width within this model.

### 4. A fine grating

Let the lines have period $p\ll\beta$ and cover the fraction $\rho$ of the surface, with lines and spaces both wide compared with $\alpha$. The forward level at a line edge is again $\frac12$ per unit dose.

For the backscatter, expand the exposed pattern in a Fourier series. Its mean is $\rho$, and its harmonics have wave numbers $k_n=2\pi n/p$. Convolution with the backscatter Gaussian multiplies each harmonic by

$$e^{-k_n^2\beta^2/4}=e^{-\pi^2n^2\beta^2/p^2},$$

which is negligible for $p\ll\beta$. The mean $\rho$ remains, and the backscatter is $\eta\rho$. The edge condition becomes $D_\rho\left(\frac12+\eta\rho\right)=T$, so that

$$\frac{D_\rho}{D_{\rm area}}=\frac{\frac12+\eta}{\frac12+\eta\rho}=\frac{1+2\eta}{1+2\eta\rho}.$$

This gives $1+2\eta$ for $\rho\to0$ and 1 for $\rho\to1$, the two cases of question 2. For lines of 140 nm with a period of 200 nm, $\rho=0.7$ and the edge level should be $0.5+0.7\times0.7=0.99$. An explicit sum over the lines gives 0.99001. The dose is $1.2/0.99=1.212$.

### 5. The outer border of a large area

Let the area occupy $x>0$. With a uniform dose, less backscatter would arrive near the border than deep inside, so if the interior keeps the dose of question 2, the border needs a higher one. The backscatter is then produced by this varying dose. Let $K$ be the backscatter Gaussian integrated along $y$,

$$K(t)=\frac{e^{-t^2/\beta^2}}{\sqrt\pi\,\beta},\qquad K(-t)=K(t),\qquad\int_{-\infty}^{\infty}K\,dt=1 .$$

The condition at the border alone does not fix the dose. For example, a rim much wider than $\alpha$ and much narrower than $\beta$, on an area of uniform dose 1, satisfies it with $\frac12D+\frac\eta2=\frac12+\eta$, that is $D=1+\eta$. The choice made here is to require the edge condition at every $x\ge0$:

$$\tfrac12D(x)+\eta\int_0^\infty K(x-y)D(y)\,dy=T .$$

At $x=0$ this is the condition for the actual border. At $x>0$ it is the condition for the edge of a narrow gap that might be placed there. The dose is taken as constant over the distance $\alpha$. Without a gap, a point more than a few $\alpha$ inside the border has the full forward level $D(x)$ and hence a total of $T+\frac12D(x)$, so it is printed.

Multiply by 2 and write $\lambda=2\eta$, $c=2T$ and $(KD)(x)=\int_0^\infty K(x-y)D(y)\,dy$:

$$D+\lambda KD=c. \tag{A}$$

Deep inside, $D$ tends to a constant $D_\infty$ and $KD\to D_\infty$, so $(1+\lambda)D_\infty=c$.

The border value follows without solving the equation. Differentiate (A). Since $\partial_xK(x-y)=-\partial_yK(x-y)$, integration by parts gives

$$\frac{d}{dx}(KD)=-\Big[K(x-y)D(y)\Big]_{y=0}^{\infty}+\int_0^\infty K(x-y)D'(y)\,dy=K(x)D(0)+KD',$$

and therefore

$$D'+\lambda KD'=-\lambda K(x)D(0). \tag{B}$$

Multiply (A) by $D'$ and integrate over $x>0$:

$$\int_0^\infty D'D\,dx+\lambda\int_0^\infty D'\,(KD)\,dx=c\,[D_\infty-D(0)] .$$

Multiply (B) by $D$ and integrate:

$$\int_0^\infty DD'\,dx+\lambda\int_0^\infty D\,(KD')\,dx=-D(0)\,\lambda\int_0^\infty K(x)D(x)\,dx .$$

The two left-hand sides are equal. Their double integrals go into each other when $x$ and $y$ are exchanged, because $K$ is even; the order of integration may be changed because $D$ is bounded and $D'$ is integrable. On the right of the second equation, (A) at $x=0$ gives $\lambda\int_0^\infty K(y)D(y)\,dy=c-D(0)$. Equating the right-hand sides,

$$cD_\infty-cD(0)=-cD(0)+D(0)^2\quad\Longrightarrow\quad D(0)^2=cD_\infty .$$

With $c=(1+2\eta)D_\infty$ and a positive dose,

$$\frac{D(0)}{D_\infty}=\sqrt{1+2\eta}=1.549 .$$

The isolated line has the dose $2T=c$. The border dose is thus the geometric mean of the interior dose and the isolated-line dose. The derivation used the evenness and unit integral of $K$ and the approach of $D$ to a constant, but not the Gaussian shape.

A numerical solution of (A) gives 1.5492 at the border, 1.3451 at $0.25\beta$, 1.1818 at $0.5\beta$, 1.0124 at $\beta$ and 0.9966 at $2\beta$. The dose passes below its interior value, with a minimum of 0.986 at about $1.4\beta$.

That the approach to $D_\infty$ is not a plain exponential decay can be seen from (A). Far from the border, a deviation $e^{-\kappa x}$ is multiplied by $e^{\kappa^2\beta^2/4}$ under $K$, so it must satisfy $1+\lambda e^{\kappa^2\beta^2/4}=0$. No real $\kappa$ does so. The decay constants are complex, and the deviation oscillates as it decays.

The finite forward range changes the border level slightly. Expanding $D$ to first order over the forward Gaussian,

$$\int_0^\infty\frac{e^{-t^2}}{\sqrt\pi}\,[D(0)+\alpha tD'(0)]\,dt=\tfrac12D(0)+\frac{\alpha D'(0)}{2\sqrt\pi}.$$

As $D'(0)<0$, the level lies a little below $T$. The computed value is $0.9996\,T$.

### 6. Dose from the local density

The unit-dose pattern, smoothed with $K$, has the local density

$$U(x)=\int_0^\infty K(x-y)\,dy=\tfrac12\left(1+\operatorname{erf}\frac x\beta\right).$$

Inserting it for $\rho$ in the grating formula gives $D_U(x)=T/[\frac12+\eta U(x)]$. At the border $U=\frac12$, and the dose is $1.2/0.85=1.412$ instead of 1.549.

The forward part of the border level is

$$\tfrac12D_U(0)=\frac{T}{1+\eta}.$$

In the backscattered part, $K(y)\,dy=dU$, and $U$ runs from $\frac12$ to 1:

$$\eta\int_0^\infty K(y)D_U(y)\,dy=T\int_{1/2}^{1}\frac{\eta\,dU}{\frac12+\eta U}=T\ln\frac{\frac12+\eta}{\frac12+\frac\eta2}=T\ln\frac{1+2\eta}{1+\eta}.$$

The border level relative to the threshold is therefore

$$\frac{L(0)}{T}=\frac1{1+\eta}+\ln\frac{1+2\eta}{1+\eta}=0.588+0.345=0.933 .$$

The border is underexposed by 6.7 % of $T$, and the printed area ends inside its design border. The sign is the same for every $\eta>0$. With $u=\eta/(1+\eta)$ the two terms are $1-u$ and $\ln(1+u)$, and $\ln(1+u)<u$.

The density formula counts the backscatter at $x$ as if all neighbouring points had the dose $D_U(x)$. This holds in a uniform grating. At the border the neighbours lie further inside and have smaller doses, so less energy returns than the formula assumes. Equation (A) accounts for this, because the same $D$ appears in both of its terms.

All these results belong to the two-Gaussian model with a sharp threshold. Scattering at intermediate ranges, finite resist contrast, the kinetics of development and shot noise are left out, and each can move an edge. The values computed for the example are collected in the numerical output.

## Numbers as computed

```
backscatter coefficient eta = 0.70 (dimensionless)
forward range alpha = 20 nm
backscatter range beta = 10000 nm
line and gap width = 100 nm
line edge level per unit dose = 0.50395 (level unit)
gap edge level per unit dose = 1.19605 (level unit)
uniform pad border level = 0.85000 (level unit)
line centre level per unit dose = 1.00354 (level unit)
threshold = 1.2000 (level unit)
ideal dose ratio line/area = 2.4000 (dimensionless)
finite-width dose ratio = 2.3734 (dimensionless)
same ratio, beta 100 times larger = 2.3997 (dimensionless)
ratio, uniform pad border rule = 1.6867 (dimensionless)
ratio, peak-equalizing rule = 1.6940 (dimensionless)
dose that just clears interior = 0.7059 (area dose)
ideal line dose / clearing dose = 3.4000 (dimensionless)
alpha = 10 nm: line at dose 2.4: 100.14 nm; line at dose 1.7: 92.51 nm; gap: 100.14 nm
alpha = 20 nm: line at dose 2.4: 100.28 nm; line at dose 1.7: 85.01 nm; gap: 100.28 nm
alpha = 30 nm: line at dose 2.4: 100.42 nm; line at dose 1.7: 77.51 nm; gap: 100.42 nm
grating period = 200 nm, line = 140 nm, density = 0.70
grating edge level per unit dose = 0.99001 (level unit)
grating dose = 1.2121 (area dose)
pad dose at 0.00 beta from border = 1.5492 (area dose)
pad dose at 0.25 beta from border = 1.3451 (area dose)
pad dose at 0.50 beta from border = 1.1818 (area dose)
pad dose at 1.00 beta from border = 1.0124 (area dose)
pad dose at 2.00 beta from border = 0.9966 (area dose)
sqrt(1 + 2 eta) = 1.5492 (dimensionless)
lowest pad dose = 0.9863 (area dose) at 1.42 beta
border level/threshold, self-consistent dose = 0.99959 (dimensionless)
border dose from density alone = 1.4118 (area dose)
border level/threshold, density dose = 0.93308 (dimensionless)
```
